# How many silicon atoms per dopant at 1e20 per cubic centimetre?

## Question

I am setting up a first-principles calculation of a metal contact to heavily doped n-type silicon. An exercise that goes with it says: "Show that substituting one dopant in a silicon supercell at $10^{20}\ \mathrm{cm^{-3}}$ requires about 500 host atoms."

I took the cubic cell of silicon, edge $a=0.5431$ nm, and reasoned that it is face-centred cubic, so it has four atoms. That gives about 25 atoms per cubic nanometre. One dopant at this concentration has 10 nm³ to itself, so I find 250 atoms, half of what I am supposed to get.

Where is the factor of two? Does the dopant itself count among the 500? Is there a real supercell with that number of atoms? And if I build it, can I put the metal on top and call it a contact at $10^{20}\ \mathrm{cm^{-3}}$?

## Answer

Your volume per dopant is right. The factor of two was lost in the count of atoms per cube: four is the number of lattice points, and in silicon each lattice point carries two atoms.

### The count

I use nanometres for lengths, since atomic units would only hide the sizes here. Concentrations are in cm⁻³, with the conversion

$$
1\ \mathrm{nm^{-3}}=\frac{1}{(10^{-7}\ \mathrm{cm})^3}=10^{21}\ \mathrm{cm^{-3}} .
$$

A face-centred cube has eight corner points, each shared by eight cubes, and six face points, each shared by two. The number of lattice points belonging to one cube is therefore

$$
8\cdot\tfrac18+6\cdot\tfrac12=1+3=4 .
$$

The diamond structure places one atom at each lattice point and a second one displaced from it by $(a/4,a/4,a/4)$. One cube thus owns $4\times2=8$ atoms, and the atomic density is

$$
n_{\rm Si}=\frac{8}{a^3}=\frac{8}{0.16019\ \mathrm{nm^3}}
=49.94\ \mathrm{nm^{-3}}=4.994\times10^{22}\ \mathrm{cm^{-3}} .
$$

This can be tested without sharing out corners and faces. If the atoms are generated from the primitive vectors and counted inside a sphere of radius $12a$, the density comes out as 49.84 nm⁻³. That is 0.2% below $8/a^3$, whereas four atoms per cube would be wrong by a factor of two. A small difference is expected because the surface of the sphere cuts through the lattice irregularly.

Now take a supercell of volume $V$ with one dopant in it. Periodic boundary conditions repeat the cell, so $M$ copies contain $M$ dopants in a volume $MV$. The average concentration is

$$
N_D=\frac{M}{MV}=\frac1V
\quad\Longrightarrow\quad
V=\frac1{N_D}=\frac{1}{0.1\ \mathrm{nm^{-3}}}=10\ \mathrm{nm^3}.
$$

A substitutional dopant occupies a silicon site, so the number of sites is unchanged by the substitution. I also keep the cell volume at that of pure silicon, an assumption examined below. The number of sites in $V$ is then

$$
N=n_{\rm Si}V=\frac{n_{\rm Si}}{N_D}=\frac{8}{a^3N_D}
=\frac{4.994\times10^{22}}{1.00\times10^{20}}=499.4 .
$$

One of these sites holds the dopant. The number of host atoms is $N-1=498.4$, which is the "about 500" of the exercise. The dopant makes up $1/499.4=0.20\%$ of the sites.

The statement refers to one dopant per cell. A cell with $m$ dopants has $N_D=m/V$ and needs $m$ times as many sites for the same concentration. What is fixed is the ratio, about 500 sites per dopant.

The formula also gives the other concentrations you may meet, because $N\propto1/N_D$. At $10^{19}\ \mathrm{cm^{-3}}$ one dopant needs about 5000 sites, and at $10^{18}\ \mathrm{cm^{-3}}$ about 50,000. In the opposite limit, replacing one of the two atoms in the primitive cell gives $n_{\rm Si}/2=2.5\times10^{22}\ \mathrm{cm^{-3}}$. The arithmetic still works, but half the atoms are now foreign, so the material is a compound and there is no reason for it to keep silicon's lattice parameter. The estimate belongs to the dilute regime, $N\gg1$.

### Which supercells exist

A cell cannot have 499.4 sites, and it cannot have 499 either. The edges of a supercell are integer combinations of the primitive vectors, collected in an integer matrix $S$. Its volume is $|\det S|$ primitive volumes, and each primitive cell has two atoms, so

$$
N=2\,|\det S| ,
$$

which is even. The nearest allowed number is 500.

The simplest choice is an $n\times n\times n$ repeat of the cube. It has $8n^3$ sites, and one dopant in it gives $N_D=1/(na)^3$. Setting $8n^3=499.4$ gives $n^3=62.4$ and $n=3.97$, very near an integer. The neighbouring cells are:

| $n$ | Sites | $N_D$ (cm⁻³) | Image distance (nm) |
|---|---|---|---|
| 2 | 64 | $7.80\times10^{20}$ | 1.086 |
| 3 | 216 | $2.31\times10^{20}$ | 1.629 |
| 4 | 512 | $9.75\times10^{19}$ | 2.172 |
| 5 | 1000 | $4.99\times10^{19}$ | 2.716 |

The last column is the distance from the dopant to its nearest periodic copy. The cell with $n=4$ has 511 silicon atoms and one dopant, and its concentration is 2.5% below the target. The steps between cubic cells are coarse: going from $n=4$ to $n=3$ more than doubles the doping.

A cell with 500 sites does exist. Repeat the primitive cell 5, 5 and 10 times along its three vectors. Then $|\det S|=250$, $N=500$, and $N_D=9.99\times10^{19}\ \mathrm{cm^{-3}}$. It is elongated, however. A primitive vector has length $a/\sqrt2$, so the copies along a short edge are separated by

$$
\frac{5a}{\sqrt2}=\frac{5\times0.5431\ \mathrm{nm}}{1.4142}=1.920\ \mathrm{nm},
$$

and a search over the neighbouring copies finds none closer. In the 512-site cube the distance is 2.172 nm. This 500-site cell matches the concentration better, but its dopants are 12% closer to their nearest copies. Other cells with 500 sites exist. One is a right-angled block with edges $5a/\sqrt2$, $5a/\sqrt2$ and $5a$, which is less elongated but has the same shortest distance of 1.920 nm. Some have copies farther apart than in the 512-site cube, but their edges are oblique: a right-angled block with 500 sites has a volume of 10.01 nm³, so its shortest edge is at most $(10.01\ \mathrm{nm^3})^{1/3}=2.155$ nm. The concentration fixes the volume of the cell and leaves its shape free, while the interaction between a dopant and its copies depends on both. I would take the 512-site cube, which has right angles and keeps the copies farther apart than any right-angled cell with 500 sites, unless the contact geometry calls for another shape.

### How firm is the number?

**Lattice parameter.** A first-principles calculation is often run at its own computed lattice parameter, which differs from the measured one. At fixed $N_D$, take the logarithm of $N=8/(a^3N_D)$ and differentiate:

$$
\ln N=\ln 8-3\ln a-\ln N_D
\quad\Longrightarrow\quad
\frac{\delta N}{N}\approx-3\,\frac{\delta a}{a}.
$$

For a lattice parameter 1% too large this predicts a change of −3%. The full formula gives $499.4/1.01^3=484.7$ sites, a change of −2.9%; the small difference comes from the higher powers of $\delta a/a$. In practice you keep the 512 sites, and then it is the concentration that falls by 2.9%. This is about as large as the 2.5% mismatch you already accepted by choosing 512 sites.

**Size of the dopant.** Let the dopant change the cell volume by $\Delta V$, and let $\Omega=1/n_{\rm Si}$ be the volume per silicon atom. The condition that the cell has volume $1/N_D$ becomes

$$
N\Omega+\Delta V=\frac1{N_D}
\quad\Longrightarrow\quad
N=\frac{1}{N_D\Omega}-\frac{\Delta V}{\Omega}=499.4-\frac{\Delta V}{\Omega}.
$$

Even a volume change of one whole silicon atom, $|\Delta V|=\Omega$, shifts the count by one site in 500. Keeping the volume of pure silicon was therefore a safe assumption for the count, although the local relaxation around the dopant may still matter for energies.

**Activation.** $N_D$ is the chemical concentration, the number of dopant atoms per volume. If your $10^{20}\ \mathrm{cm^{-3}}$ is a measured carrier concentration $n_c$, and a fraction $f$ of the dopants each supply one carrier, then $n_c=fN_D$. The number of sites per dopant is

$$
\frac{n_{\rm Si}}{N_D}=f\,\frac{n_{\rm Si}}{n_c}.
$$

For $f=0.5$, a round value chosen for illustration, this is $0.5\times499.4\approx250$. It equals your original number, but for an unrelated reason. It also does not mean that a 250-site cell with one active dopant is the right model: that cell would have $2\times10^{20}$ carriers per cm³. A faithful cell would have about 500 sites with two dopants, one active and one in an inactive configuration.

**Order and disorder.** In the periodic model every repeat of the cell, a block of about 10 nm³, has the same content: one dopant. Suppose instead that dopants occupy sites at random and independently, with probability $1/N$ per site. The probability that a block of $N$ sites holds $k$ of them is binomial:

$$
P(k)=\binom Nk\left(\frac1N\right)^k\left(1-\frac1N\right)^{N-k}.
$$

For fixed $k$ and large $N$, the binomial coefficient approaches $N^k/k!$, which cancels the factor $N^{-k}$, and the last factor approaches $e^{-1}$. Hence

$$
P(k)\to\frac{e^{-1}}{k!},\qquad P(0)=P(1)=0.368,\qquad P(k\ge2)=0.264 .
$$

I compared this with a simulation that places 1000 dopants at random on 1000 blocks of 512 sites, repeated 60 times. The sampled fractions were 0.365, 0.370 and 0.265 for none, one, and two or more dopants. So in a random alloy of the right average concentration, little more than a third of the blocks look like your supercell. The 500-site cell reproduces the mean doping and says nothing about the spread around it.

### Can you put the metal on top?

You can, but two things change. First, $V$ in $N_D=1/V$ must be the silicon volume alone. The metal and any vacuum enlarge the simulation cell without diluting the dopants in the silicon.

Second, a contact has a length scale of its own. For n-type silicon with a Schottky barrier, the bands rise towards the metal and electrons leave the region next to it. The positive donors left behind form the depletion layer, and a cell meant to contain the band bending must be deeper than this layer.

To find its width, put the interface at $x=0$ and the silicon at $x>0$. Let $\psi(x)$, in volts, be the amount by which the electrostatic potential lies below its value deep in the silicon. Electrons have charge $-e$, so their band edge is raised by $e\psi$. Poisson's equation for the potential $-\psi$ is $-\psi''=-\rho/\varepsilon$. In the full-depletion model $\rho=eN_D$ for $0<x<W$ and zero beyond, so

$$
\psi''=\frac{eN_D}{\varepsilon},\qquad \psi(W)=0,\quad \psi'(W)=0 .
$$

The second condition says that the field vanishes in neutral silicon. Integrating from $W$ back to $x$, once and then again, gives

$$
\psi'(x)=-\frac{eN_D}{\varepsilon}(W-x),\qquad
\psi(x)=\frac{eN_D}{2\varepsilon}(W-x)^2 .
$$

At the interface $\psi(0)=\phi$, the total band bending, and therefore

$$
W=\sqrt{\frac{2\varepsilon\phi}{eN_D}} .
$$

Take $\phi=0.6$ V and the rough silicon value $\varepsilon=11.7\,\varepsilon_0$. In SI units $N_D=10^{26}\ \mathrm{m^{-3}}$, so

$$
W=\sqrt{\frac{2\times11.7\times8.854\times10^{-12}\times0.6}{1.602\times10^{-19}\times10^{26}}}\ \mathrm{m}
=2.8\ \mathrm{nm}.
$$

The 512-site cube is 2.17 nm deep, less than $W$. Since $\phi\propto W^2$ at fixed doping, uniform donor charge filling that depth supports a bending of only

$$
0.6\ \mathrm{V}\times\left(\frac{2.172}{2.785}\right)^2=0.36\ \mathrm{V}.
$$

The same shortage appears in the number of dopants. Below one $4a\times4a$ face, the depletion layer contains on average

$$
N_DW(4a)^2=0.1\times2.785\times(2.172)^2=1.31
$$

dopants, and your cell has one.

Full depletion assumes that no electrons remain in the layer. At this doping the electron gas is degenerate: with six valleys and rough effective masses of 0.92 and 0.19 electron masses, the Fermi level in the bulk lies 0.065 eV above the conduction-band edge at 300 K, where $k_BT=0.026$ eV. This value is for parabolic valleys; a typical non-parabolicity of 0.5 eV⁻¹ lowers it to about 0.061 eV and leaves the equivalent width below at 2.69 nm. Some electrons therefore remain where the bending is small. If $n(\psi)$ is their density, Poisson's equation becomes $\psi''=e(N_D-n)/\varepsilon$. Multiply by $\psi'$ and integrate from the interface to the neutral bulk, where $\psi$ and $\psi'$ vanish:

$$
\frac{\varepsilon}{2}\,\psi'(0)^2=e\int_0^{\phi}\left[N_D-n(\psi)\right]d\psi .
$$

The remaining electrons reduce the right-hand side, and with it the field at the interface. The total charge per area is $\varepsilon|\psi'(0)|$, by Gauss's law. Dividing it by $eN_D$ defines an equivalent width, which must be smaller than $W$. A numerical solution of this Poisson equation gives 2.69 nm, so the simple formula is 3.6% too large relative to it. The conclusion stands: the layer is still deeper than the cube. The equivalent width measures charge, not depth. The edge of the layer is smeared, and the bending reaches beyond $W$: in the same solution the electron density is only about 63% of $N_D$ at $x=W$, and it reaches 90% near 3.6 nm and 99% near 5 nm.

A starting point is to keep the $4a\times4a$ face and make the silicon $8a=4.34$ nm deep, with two dopants in 1024 sites. The concentration is the same as in the 512-site cube, and roughly 1.6 nm of silicon remains behind the full-depletion width $W$, of which only about 0.7 nm lies beyond the point where the electron density has recovered to 90% of $N_D$. This makes room for most of the layer but does not guarantee bulk silicon behind it. At this doping the electrons have wavelengths of several nanometres, so so thin a region confines them and the potential there need not level off. Increase the depth, adding dopants in proportion, until the results at the interface stop changing. This depth is meant for a single contact, with vacuum behind the silicon and the dangling bonds of its back surface saturated, for example with hydrogen. If the periodic repetition puts metal at the back as well, a second depletion layer forms there, and the silicon must be deeper than $2W\approx5.6$ nm. Two point charges are also not a uniform background, so the result will depend on where you place them.

### Compared with a real contact

Doping of order $10^{20}\ \mathrm{cm^{-3}}$ is the regime of the heavily doped silicon under silicide contacts in transistors. The barrier seen by an electron at the Fermi level is the band bending minus the bulk Fermi energy, $0.60-0.065\approx0.5$ eV, a plausible rough size for a silicide on n-type silicon. This is the barrier before image-force lowering, which is a sizeable correction at the strong field of such a contact. The barrier is also so thin that electrons cross it mainly by tunnelling. Real contacts break two assumptions of the one-dopant cell: the dopants are not on a periodic array, and not all of them need be active. The first leaves the average of 500 sites per dopant unchanged but makes the content of each 10 nm³ block vary. The second can move the number itself, to 250 sites per dopant if half are active and the carrier concentration is held at $10^{20}\ \mathrm{cm^{-3}}$.

So for the exercise, answer 499.4 sites, or about 498 silicon atoms and one dopant. For a bulk calculation, use the 512-site cube and quote its doping as $9.8\times10^{19}\ \mathrm{cm^{-3}}$. For the contact, let the depletion width set the smallest depth of silicon to try, add dopants at one per 500 sites or so, and increase the depth until the results settle. The numerical output below lists the values used here.

## Computed values

```
Lattice parameter a: 0.5431 nm
Volume of cubic cell a^3: 0.16019 nm^3
Silicon atomic density: 49.940 nm^-3
Silicon atomic density: 4.9940e+22 cm^-3
Density from sphere count: 49.844 nm^-3
Target dopant concentration: 1.00e+20 cm^-3
Volume per dopant: 10.000 nm^3
Edge of cube with this volume: 2.154 nm
Sites required: 499.4
Host silicon atoms required: 498.4
Dopant fraction of sites: 0.200 percent
Cubic repeat 2: 64 sites, 7.803e+20 cm^-3, image distance 1.086 nm
Cubic repeat 3: 216 sites, 2.312e+20 cm^-3, image distance 1.629 nm
Cubic repeat 4: 512 sites, 9.754e+19 cm^-3, image distance 2.172 nm
Cubic repeat 5: 1000 sites, 4.994e+19 cm^-3, image distance 2.716 nm
Best cubic repeat: 4, host atoms: 511
Its departure from target: -2.46 percent
Primitive 5x5x10 cell: 500 sites, 9.988e+19 cm^-3
Its shortest image distance: 1.920 nm
Assumed lattice-parameter error: 1.0 percent
Sites required with that error: 484.7
Change in site count: -2.94 percent
Assumed active fraction: 0.50
Sites per dopant for 1e20 cm^-3 carriers: 249.7
Blocks with 0 dopants: Poisson 0.368, sampled 0.365
Blocks with 1 dopants: Poisson 0.368, sampled 0.370
Blocks with 2 or more dopants: Poisson 0.264, sampled 0.265
Assumed band bending: 0.60 eV
Relative permittivity (rough): 11.7
Temperature: 300 K, kT: 0.0259 eV
Valleys: 6, masses (rough): 0.92, 0.19 m_e
Fermi level above conduction edge: 0.0652 eV
Full-depletion width: 2.785 nm
Equivalent width from numerical Poisson: 2.687 nm
Full-depletion excess: 3.6 percent
Edge of best cubic cell: 2.172 nm
Mean dopants in depletion layer under face: 1.31
```
